\section*{Work function and field from Gundlach resonances in a vacuum gap}

\section*{Problem}

A flat metal tip faces a flat metal sample across a vacuum gap of width $d$. The sample is at positive bias $V$, so electrons tunnel from tip to sample. Height $z$ is measured from the sample surface and energy from the sample Fermi level. The work functions are $\phi$ (sample) and $\phi_t$ (tip). Without the image force, the potential energy in the gap is
\begin{equation}
U(z)=\phi+Fz,\qquad F=\frac{eV+\phi_t-\phi}{d}.
\label{gap}
\end{equation}
The force $F$ in eV/nm equals the field in V/nm numerically. The second relation states that the vacuum level at the tip surface lies $\phi_t$ above the tip Fermi level, which is at $eV$. Write $C=\hbar^2/2m=0.03810$ eV\,nm$^2$.

As the bias is raised, the tip is withdrawn so that $F$ stays constant. Both electrodes are gold, treated as a free-electron metal with $\phi_t=\phi$. With a rough lattice constant of $0.408$ nm, four atoms per cubic cell and one electron per atom, the Fermi energy is $E_F=C(3\pi^2\cdot4/0.408^3)^{2/3}=5.52$ eV. The Schr\"odinger equation was integrated numerically through the whole gap, for motion along $z$. The transmission at the tip Fermi level has peaks at
\[
V_n=7.284,\;8.767,\;9.982,\;11.055,\;12.037,\;12.951\ \text{V}\qquad(n=1,\dots,6).
\]

\begin{enumerate}
\item Replace the sample by a hard wall. Find the levels in front of it and a simple law for $V_n$.
\item The real sample absorbs the electrons. Show why the hard wall still gives the peak positions.
\item Find $\phi$ and $F$ from the data, and their errors if each peak is read to $0.05$ V.
\item How must the analysis change if the gap, not the field, is held constant?
\item How far does the image force falsify the result?
\end{enumerate}

\section*{Solution}

\subsection*{1. Levels of the triangular well}

Electrons at the tip Fermi level have $E=eV$. If $eV>\phi$, they leave the barrier inside the gap, at the point where $U=E$. Between this point and the sample they move in a triangular well. The equation there is $-C\,d^2\psi/dz^2+(\phi+Fz-E)\psi=0$. Define
\begin{equation}
\ell=(C/F)^{1/3},\qquad E_0=F\ell=(CF^2)^{1/3},\qquad
\xi=\frac z\ell-\frac{E-\phi}{E_0}.
\end{equation}
Then $C/\ell^2=E_0$ and $\phi+Fz-E=E_0\xi$. Division by $E_0$ gives $\psi''=\xi\psi$, with primes denoting derivatives in $\xi$. For a bound level the solution must decay towards large $z$, which selects $\mathrm{Ai}(\xi)$. The hard wall requires $\psi=0$ at $z=0$, so
\begin{equation}
E_n=\phi+a_nE_0,\qquad \mathrm{Ai}(-a_n)=0.
\label{levels}
\end{equation}

For a simple law we need the zeros at large $a$. Start from
\[
\mathrm{Ai}(-a)=\frac1\pi\int_0^\infty\cos\!\left(\frac{t^3}{3}-at\right)dt .
\]
The phase is stationary at $t=\sqrt a$, where it equals $-\tfrac23a^{3/2}$ and has second derivative $2\sqrt a$. The Gaussian integral about this point supplies a factor $\sqrt{2\pi/(2\sqrt a)}$ and a phase $+\pi/4$:
\begin{equation}
\mathrm{Ai}(-a)\approx\frac{1}{\sqrt\pi\,a^{1/4}}\cos\!\left(\tfrac23a^{3/2}-\tfrac\pi4\right).
\label{asym}
\end{equation}
The cosine vanishes when its argument is $(n-\tfrac12)\pi$, hence $\tfrac23a_n^{3/2}=(n-\tfrac14)\pi$. The missing quarter comes from the soft turning point; the hard wall contributes none. Since a peak is expected when $eV=E_n$,
\begin{equation}
eV_n\approx\phi+s\,(n-\tfrac14)^{2/3},\qquad
s=C^{1/3}\left(\frac{3\pi F}{2}\right)^{2/3}.
\label{law}
\end{equation}
The rule gives $a_1=2.3203$ where the zero is $2.3381$, and $a_6=9.0214$ where it is $9.0227$. It is thus good to $0.8\,\%$ of $a_1$ and improves with $n$.

\subsection*{2. Why an absorbing metal acts like a hard wall}

Inside the sample the potential energy is $-E_F$, and the electron leaves as $e^{-ikz}$ with $k^2=(E+E_F)/C$. Let $q=k\ell$ and let $\xi_0=-(E-\phi)/E_0$ be the value of $\xi$ at the surface. Because $\ell^2/C=1/E_0$,
\begin{equation}
q^2=\frac{E+E_F}{E_0}=w-\xi_0,\qquad w=\frac{\phi+E_F}{E_0}.
\end{equation}
Take unit amplitude in the sample, so $\psi=1$ and $\psi'=-iq$ at $\xi_0$. In the gap $\psi=\alpha\,\mathrm{Ai}+\beta\,\mathrm{Bi}$. Form $\mathrm{Ai}\,\psi'-\mathrm{Ai}'\psi$: the $\alpha$ terms cancel, and the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ leaves $\beta/\pi$. Therefore
\begin{equation}
\beta=-\pi(\mathrm{Ai}'+iq\,\mathrm{Ai}),\qquad
|\beta|^2=\pi^2D,\qquad D=q^2\mathrm{Ai}^2+\mathrm{Ai}'^2 ,
\end{equation}
with all functions taken at $\xi_0$.

At the tip surface $\xi_t=d/\ell-(eV-\phi)/E_0=\phi_t/E_0$, by (\ref{gap}). For a thick barrier $\mathrm{Bi}$ dominates there. In the tip, $\psi=Ae^{-ik_t(z-d)}+Be^{ik_t(z-d)}$ with $k_t^2=E_F/C$. With $q_t=k_t\ell$, the matching conditions are $\psi=A+B$ and $\psi'=-iq_t(A-B)$, so $2A=\psi+i\psi'/q_t$. Inserting $\psi=\beta\,\mathrm{Bi}$ gives
\[
|A|^2=\tfrac14|\beta|^2\left(\mathrm{Bi}^2+\mathrm{Bi}'^2/q_t^2\right).
\]
The transmission is the ratio of outgoing to incoming flux, $T=q/(q_t|A|^2)$, or
\begin{equation}
T=\frac{4q\,q_t}{\pi^2D\,\left[q_t^2\mathrm{Bi}^2(\xi_t)+\mathrm{Bi}'^2(\xi_t)\right]} .
\label{T}
\end{equation}
At constant $F$ neither $\xi_t$ nor $q_t$ depends on $V$. The peaks are therefore set by $q/D$. Using $\mathrm{Ai}''=\xi\,\mathrm{Ai}$,
\begin{align}
\frac{dD}{d\xi_0}&=-\mathrm{Ai}^2+2(w-\xi_0)\mathrm{Ai}\,\mathrm{Ai}'+2\xi_0\,\mathrm{Ai}\,\mathrm{Ai}'\nonumber\\
&=\mathrm{Ai}\,(2w\,\mathrm{Ai}'-\mathrm{Ai}).
\end{align}
This vanishes at $\mathrm{Ai}=0$, where the second derivative is $2w\,\mathrm{Ai}'^2>0$. So $D$ has minima at the hard-wall levels for any $w>0$, although no hard wall is present.

The factor $q$ moves the peaks slightly. Let $\delta$ be the displacement of $(E-\phi)/E_0$ from $a_n$. Near the minimum $D\approx\mathrm{Ai}'^2(1+w\delta^2)$, so $d\ln D/d\delta\approx2w\delta$, while $d\ln q/d\delta=1/(2q^2)$. Equating the two gives $\delta=1/(4wq^2)$. With the field and work function confirmed below, the shift $E_0\delta$ is $1.10$ meV for $n=1$ and $0.76$ meV for $n=6$. When the numerically integrated $T$ is divided by $q$, its peaks agree with (\ref{levels}) within $0.5$ meV, both for $E_F=5.52$ eV and for $E_F=2.0$ eV.

What the soft wall does change is the contrast. By (\ref{asym}), $\mathrm{Ai}^2$ and $\mathrm{Ai}'^2$ oscillate with amplitudes in the ratio $1:a$, where $a=(E-\phi)/E_0$. The largest and smallest $D$ thus differ by a factor of about $q^2/a=1+w/a$. The resonances fade at high energy. A shallow metal weakens them only moderately, since $w$ never falls below $\phi/E_0$: a sample with $E_F=2.0$ eV still gives a first contrast of $4.1$. Here $T$ is $4.50\times10^{-9}$ at the first peak and $8.11\times10^{-10}$ at the following minimum, a factor of $5.5$.

\subsection*{3. Reading the data}

The abscissas $x_n=(n-\frac14)^{2/3}$ are $0.8255$, $1.4522$, $1.9629$, $2.4137$, $2.8257$ and $3.2096$. Their mean is $\bar x=2.1149$, and the mean voltage is $10.346$ V. The least-squares slope and intercept are
\begin{align}
s&=\frac{\sum(x_n-\bar x)(eV_n-e\bar V)}{\sum(x_n-\bar x)^2}
=\frac{9.315}{3.918}\ \text{eV}\approx2.378\ \text{eV},\\
\phi&=10.346-2.378\times2.1149=5.317\ \text{eV}.
\end{align}
Raising (\ref{law}) to the power $3/2$ gives $s^{3/2}=\sqrt C\,(3\pi F/2)$, hence
\begin{equation}
F=\frac{2s^{3/2}}{3\pi\sqrt C}=\frac{2\times3.667}{9.425\times0.1952}
=3.99\ \text{eV/nm},
\end{equation}
a field of $3.99$ V/nm, or $39.9$ MV/cm.

The peaks had been computed with $\phi=5.30$ eV and $F=4.00$ eV/nm, for which $E_0=0.848$ eV. Most of the small excess in $\phi$ comes from the phase rule. It puts the first level too low by $0.0178E_0=15$ meV and the second by $5$ meV, with less beyond. The data therefore lie above the law mainly at the left end, which raises the intercept and lowers the slope. The quarter matters much more: fitting the same peaks against $n^{2/3}$ gives $\phi=4.85$ eV, and against $(n-\frac12)^{2/3}$ it gives $5.80$ eV.

For independent reading errors $\sigma=0.05$ eV,
\begin{align}
\sigma_\phi&=\sigma\sqrt{\frac16+\frac{\bar x^2}{\sum(x_n-\bar x)^2}}=0.057\ \text{eV},\\
\sigma_F&=\frac{3F}{2s}\,\frac{\sigma}{\sqrt{\sum(x_n-\bar x)^2}}=0.064\ \text{eV/nm}.
\end{align}
The factor $3/2$ follows from $F\propto s^{3/2}$. Both errors exceed the error of the phase rule.

\subsection*{4. Constant gap}

With $\phi_t=\phi$ and $d$ fixed, (\ref{gap}) gives $F=eV/d$: each higher level is met in a stronger field. Inserting this in (\ref{law}),
\begin{equation}
eV_n\approx\phi+s_d\left[eV_n(n-\tfrac14)\right]^{2/3},\qquad
s_d=C^{1/3}\left(\frac{3\pi}{2d}\right)^{2/3}.
\end{equation}
The line is restored if $[eV_n(n-\frac14)]^{2/3}$ is the abscissa. Its slope gives $d=3\pi\sqrt C/(2s_d^{3/2})$.

For $d=1.821$ nm the hard-wall levels meet the tip Fermi level at $7.282$, $9.413$, $11.733$, $14.341$, $17.286$ and $20.603$ V. The constant-field line would misread these as $\phi=1.72$ eV and $F=14.2$ eV/nm. The new abscissa returns $\phi=5.31$ eV and $d=1.823$ nm. The field at the last crossing is $11.3$ V/nm, where the emission current would probably destroy a real tip, so the upper values only illustrate the method. These voltages are level crossings, not measured peaks. At constant gap the bracket in (\ref{T}) also varies with $V$. Computed without image force, the transmission at the tip Fermi level peaks $0.17$ to $0.37$ V above the crossings. At zero temperature the current itself rises without maxima over this range, and $dI/dV$ peaks $0.4$ to $0.7$ V above the first five crossings. Measured peaks therefore cannot be inserted directly as crossings.

\subsection*{5. The image force}

An electron at height $z$ is attracted by its image at distance $2z$ with the force $e^2/[4\pi\varepsilon_0(2z)^2]$. Integration from $z$ to infinity gives the energy $-K/z$, with $K=e^2/(16\pi\varepsilon_0)=0.3600$ eV\,nm. Adding this term to $U$ and keeping the hard wall at $z=0$, a numerical solution for $\phi=5.30$ eV and $F=4.00$ eV/nm gives
\[
E_n=5.462,\;7.675,\;9.130,\;10.334,\;11.400,\;12.375\ \text{eV}.
\]
The last digit depends on the mesh by up to $0.001$ eV. The lowering falls from $1.82$ eV at $n=1$ to $0.575$ eV at $n=6$. It is thus no common shift, and it makes the line steeper. The triangular law fitted to these six levels returns $\phi=3.34$ eV and $F=5.27$ eV/nm. Levels $3$ to $8$ give $4.13$ eV and $4.46$ eV/nm, still more than $1$ eV too low in $\phi$. These numbers are hard-wall estimates. The argument of part 2 relies on an abrupt potential step at the surface, which the image potential smooths out. If the total potential $\phi+Fz-K/z$ is cut off where it reaches $-E_F$, so that it joins the metal without a step, and the metal absorbs as before, the transmission peaks lie about $0.35$ to $0.5$ eV above levels $2$ to $6$. No separate peak is then found near level $1$, and the first peak that remains exceeds the following minimum only by a factor of about $2$. These values depend on the cutoff: limiting only the term $-K/z$ to $-E_F$ leaves a step of height $\phi$ at the surface and moves the lowest peak from $8.16$ to $9.06$ V. An absolute work function therefore requires a model that includes both the image term and the reflection at the real surface.

A difference of work functions is more robust. In $U=\phi+Fz-K/z$ the work function is an additive constant. If two areas of a surface differ in $\phi$ alone, at equal $F$ and with the same wall, all levels shift by the difference, with or without the image term.

\subsection*{The model beside a real gold surface}

The values $5.3$ eV and $4$ V/nm are rough but typical of gold under a scanning tunnelling microscope in this regime. There the current is usually held constant, which fixes the field only approximately. The barrier exponent $4\phi_t^{3/2}/(3F\sqrt C)=20.8$ varies as $1/F$, so compensating a factor of $5.5$ in transmission takes a field change of about $\ln5.5/20.8=8\,\%$. The current averages over the electrons below the tip Fermi level; without image force at $300$ K it falls only by a factor of $3.1$ from the first peak to the following minimum, and holding it constant takes a field change of about $6\,\%$. The tip's own image force lowers the exponent to $15.4$. For an emitting area of $10$ nm$^2$, scaling by this change of exponent alone raises the estimated current at the first peak from $0.1$ pA to about $25$ pA. A numerical solution of the Schr\"odinger equation with the images of both plates, cut off at $E_F$ below each Fermi level, gives about $35$ pA at the same voltage. Either value is measurable. Near the sample the tip's image force matters little: the repeated images in the two plates cancel its contribution at the sample surface, and averaged over the first level of the triangular well it lowers the potential by only about $0.02$ eV.

Experiments record $dI/dV$, to which electrons below the tip Fermi level also contribute. At $300$ K, with the gap fixed during each small voltage modulation and $F$ constant from point to point, the model without image force puts these peaks $0.06$ to $0.07$ eV above the hard-wall levels. The fit then gives $\phi=5.38$ eV. At constant field, and in the hard-wall estimate of part 5, the sample's image force is the largest of the errors in $\phi$ sized here. The nonuniform field of a curved tip, the band structure of gold, which alters the reflection phase at the surface, and inelastic losses are left out and have not been sized. Most of the computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
work function, rough input: 5.30 eV
lattice constant, rough input: 0.408 nm
free-electron Fermi energy: 5.52 eV
field, input: 4.00 V/nm = 40.0 MV/cm
hbar^2/2m: 0.03810 eV nm^2
Airy energy E0: 0.8479 eV
Airy length: 0.2120 nm
Airy zeros a_n, n=1..6: 2.3381 4.0879 5.5206 6.7867 7.9441 9.0227
phase-rule a_n, n=1..6: 2.3203 4.0818 5.5172 6.7845 7.9425 9.0214
(n-1/4)^(2/3), n=1..6: 0.8255 1.4522 1.9629 2.4137 2.8257 3.2096
hard-wall levels (eV): 7.282 8.766 9.981 11.054 12.036 12.950
transmission peaks V_n (V): 7.284 8.767 9.982 11.055 12.037 12.951
peak minus hard wall (meV): 1.10 0.99 0.91 0.85 0.80 0.76
same, from formula (meV): 1.10 0.99 0.91 0.85 0.80 0.76
gap at the peaks (nm): 1.82 2.19 2.50 2.76 3.01 3.24
transmission at peak 1: 4.50e-09
lowest between peaks 1 and 2: 8.11e-10
true slope s: 2.3833 eV
fitted slope s: 2.3779 eV
recovered work function: 5.317 eV
recovered field: 3.986 V/nm = 39.86 MV/cm
with n: phi 4.848 eV, field 4.192 V/nm
with n-1/2: phi 5.803 eV, field 3.755 V/nm
reading error per peak: 0.05 V
error of phi: 0.057 eV; of field: 0.064 V/nm
constant gap: 1.821 nm
constant-gap crossings (V): 7.282 9.413 11.733 14.341 17.286 20.603
misread: phi 1.722 eV, field 14.184 V/nm
new abscissa: phi 5.312 eV, gap 1.823 nm
image constant e^2/(16 pi eps0): 0.3600 eV nm
levels with image, n=1..8 (eV): 5.462 7.675 9.130 10.334 11.400 12.375 13.285 14.143
lowering by image, n=1..6 (eV): 1.821 1.092 0.851 0.721 0.636 0.575
image, fit n=1..6: phi 3.339 eV, field 5.269 V/nm
image, fit n=3..8: phi 4.132 eV, field 4.461 V/nm
tip image pull at sample, peak 1: 0.198 eV
dI/dV peaks at 300 K (V): 7.347 8.828 10.041 11.113 12.094 13.008
dI/dV peak minus hard wall (eV): 0.065 0.062 0.060 0.059 0.058 0.058
dI/dV fit: phi 5.382 eV, field 3.979 V/nm
tip barrier exponent, no image: 20.84
tip barrier exponent, with image: 15.39
emitting area, chosen: 10 nm^2
current at peak 1, no image: 1.06e-01 pA
current scaled for tip image: 2.46e+01 pA
\end{verbatim}
